# Repairing a noisy Mueller matrix and judging the repair against noise

## What symmetry and scaling fix

A Mueller matrix $M$ turns the Stokes vector of the incident light into that of the emerging light. Noise can make a measured $M$ one that no sample could have. We seek the nearest matrix that a sample could have, and a number that tells whether noise explains the change.

Suppose that $M$ can be rewritten linearly as a Hermitian $4\times4$ matrix $H$, such that $M$ is physical if and only if $H$ has no negative eigenvalue, and such that $\|M\|=2\|H\|$. Here $\|X\|^2$ is the sum of the squared moduli of all elements. Such an $H$ is built below. Its two properties already fix the answer.

Neither the norm nor the sign of the eigenvalues changes under $H\to UHU^\dagger$ with $U$ unitary. The matrices without negative eigenvalues form a closed convex set, so the member $P$ nearest to $H$ is unique, and the one nearest to $UHU^\dagger$ must be $UPU^\dagger$. Work in the eigenbasis of $H$ and take $U=\mathrm{diag}(e^{i\theta_a})$. This leaves $H$ unchanged, so it leaves $P$ unchanged:
$$P_{ab}\,e^{i(\theta_a-\theta_b)}=P_{ab}\quad\text{for all phases.}$$
Hence $P_{ab}=0$ for $a\ne b$. With eigenvalues $\lambda_a$ of $H$ and $\mu_a\ge0$ of $P$, what remains is to minimise $\sum_a(\lambda_a-\mu_a)^2$. Each term is smallest at $\mu_a=\max(\lambda_a,0)$. The distance $D$ from $M$ to its repaired version therefore obeys
$$D^2=4\sum_{\lambda_a<0}\lambda_a^2 .$$

If the emerging intensity is expressed in a new unit while the incident one keeps its own, $M$, $D$ and the noise $s$ per element are all multiplied by the same factor. A verdict built from $D$ and $s$ that does not depend on this choice must use their ratio, and we take its square,
$$T=D^2/s^2 .$$

## A matrix repaired by hand

Use the Hermitian matrices
$$\sigma_0=\begin{pmatrix}1&0\\0&1\end{pmatrix},\ \sigma_1=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\ \sigma_2=\begin{pmatrix}0&1\\1&0\end{pmatrix},\ \sigma_3=\begin{pmatrix}0&-i\\i&0\end{pmatrix}$$
and define
$$H=\frac14\sum_{i,j=0}^{3}m_{ij}\,\sigma_i\otimes\sigma_j^* .$$

Take $M=\mathrm{diag}(1,1,1,-1)$. It reverses the sign of $S_3$ and keeps $S_0^2-S_1^2-S_2^2-S_3^2$, so it turns every valid Stokes vector into a valid one. It looks harmless. Since $\sigma_3^*=-\sigma_3$, the two minus signs cancel:
$$H=\tfrac14(\sigma_0\otimes\sigma_0+\sigma_1\otimes\sigma_1+\sigma_2\otimes\sigma_2+\sigma_3\otimes\sigma_3).$$
The first two terms add to $\mathrm{diag}(2,0,0,2)$. In the last two, the corner elements cancel and the central off-diagonal elements add to 2. Thus
$$H=\frac12\begin{pmatrix}1&0&0&0\\0&0&1&0\\0&1&0&0\\0&0&0&1\end{pmatrix}.$$
The eigenvalues are $\tfrac12,\tfrac12,\tfrac12,-\tfrac12$, the last with eigenvector $u=(0,1,-1,0)^T/\sqrt2$. The matrix is unphysical although it passes the Stokes test.

Setting the negative eigenvalue to zero means adding $\tfrac12uu^\dagger$. The central block becomes
$$\frac12\begin{pmatrix}0&1\\1&0\end{pmatrix}+\frac14\begin{pmatrix}1&-1\\-1&1\end{pmatrix}=\frac14\begin{pmatrix}1&1\\1&1\end{pmatrix}.$$
To return to Mueller form, use $m_{ij}=\mathrm{tr}[(\sigma_i\otimes\sigma_j^*)H]$, which is derived below. The trace gives $m_{00}=\tfrac12+\tfrac14+\tfrac14+\tfrac12=\tfrac32$. The signs $(1,-1,-1,1)$ of $\sigma_1\otimes\sigma_1$ give $m_{11}=\tfrac12$. The central off-diagonal elements give $m_{22}=\tfrac12$ and $m_{33}=-\tfrac12$. The repaired matrix is $\mathrm{diag}(\tfrac32,\tfrac12,\tfrac12,-\tfrac12)$. The change is $\mathrm{diag}(\tfrac12,-\tfrac12,-\tfrac12,\tfrac12)$, whose squared norm is 1, equal to $4(\tfrac12)^2$.

The example also shows a limit of the method. The repaired matrix returns 1.5 times the intensity of unpolarised incident light. Nonnegative eigenvalues do not forbid gain; for a passive sample that is a separate condition.

## Why the eigenvalues decide

A sample element that acts definitely on the field has a Jones matrix $J$, with $E'=JE$. Let $\Phi=\langle EE^\dagger\rangle$ and $S_i=\mathrm{tr}(\sigma_i\Phi)$. Because $\mathrm{tr}(\sigma_i\sigma_j)=2\delta_{ij}$, we have $\Phi=\tfrac12\sum_jS_j\sigma_j$. The outgoing matrix is $J\Phi J^\dagger$, so
$$S_i'=\tfrac12\sum_j\mathrm{tr}(\sigma_iJ\sigma_jJ^\dagger)\,S_j,\qquad m_{ij}=\tfrac12\mathrm{tr}(\sigma_iJ\sigma_jJ^\dagger).$$
Write the elements of $J$ row by row as a vector $h$, so that $h_{(ac)}=J_{ac}$. Using $(\sigma_j)_{cd}=(\sigma_j^*)_{dc}$,
$$\mathrm{tr}(\sigma_iJ\sigma_jJ^\dagger)=\sum_{abcd}J_{bd}^*(\sigma_i)_{ba}(\sigma_j^*)_{dc}J_{ac}=h^\dagger(\sigma_i\otimes\sigma_j^*)h .$$
Therefore $m_{ij}=\mathrm{tr}[(\sigma_i\otimes\sigma_j^*)H]$ with $H=\tfrac12hh^\dagger$. The products are orthogonal,
$$\mathrm{tr}[(\sigma_i\otimes\sigma_j^*)(\sigma_k\otimes\sigma_l^*)]=4\delta_{ik}\delta_{jl},$$
so inverting this relation gives the definition of $H$ used above. The same orthogonality gives
$$\|H\|^2=\frac1{16}\cdot4\sum_{ij}m_{ij}^2=\frac14\|M\|^2,\qquad \mathrm{tr}\,H=m_{00}.$$

A depolarising sample is taken to be an incoherent mixture of Jones elements. Its matrix is $H=\tfrac12\sum_nh_nh_n^\dagger$, and $v^\dagger Hv=\tfrac12\sum_n|h_n^\dagger v|^2\ge0$ for every $v$. Conversely, let $H=\sum_a\lambda_av_av_a^\dagger$ with all $\lambda_a\ge0$. The vectors $\sqrt{2\lambda_a}\,v_a$, folded back into $2\times2$ matrices, are Jones elements whose mixture has exactly this $H$. Both properties assumed at the start are now established.

## What clipping guarantees

Split $H=H_+-H_-$, where $H_+$ holds the positive eigenvalues and $H_-$ the moduli of the negative ones, so that $H_+H_-=0$. For any $A\ge0$,
$$\|H-A\|^2=\|H_+-A\|^2+\|H_-\|^2-2\,\mathrm{tr}[(H_+-A)H_-]$$
$$=\|H_+-A\|^2+\|H_-\|^2+2\,\mathrm{tr}(AH_-).$$
The last trace equals $\|A^{1/2}H_-^{1/2}\|^2\ge0$. The minimum is thus at $A=H_+$, in agreement with the symmetry argument. Now let $A$ belong to the true matrix $M_0$, and let $P(M)$ be the repaired matrix. Multiplying by 4 gives
$$\|P(M)-M_0\|^2\le\|M-M_0\|^2-D^2 .$$
If the truth is physical, the repair never moves the matrix away from it, and the squared error falls by at least $D^2$. The individual elements carry no such promise. In particular $m_{00}$ rises by $\mathrm{tr}\,H_-$, whatever the sign of its own error.

The algorithm is then:

1. Form $H$ from the measured $M$, before any division by $m_{00}$.
2. Diagonalise: $H=\sum_a\lambda_av_av_a^\dagger$.
3. Form $H_+=\sum_a\max(\lambda_a,0)\,v_av_a^\dagger$ and return to $m_{ij}=\mathrm{tr}[(\sigma_i\otimes\sigma_j^*)H_+]$.
4. Report $T=4\sum_{\lambda_a<0}\lambda_a^2/s^2$ and its probability under noise alone, found below.
5. If that probability is small, look for a fault in the measurement instead of using the repaired matrix.

Dividing the repaired matrix by $m_{00}>0$ afterwards keeps it physical, because it multiplies all eigenvalues by one positive number. For the same reason, dividing $M$ beforehand by its measured $m_{00}>0$ leaves $T$ unchanged, provided that $s$ is divided by the same number. The scatter of the normalised elements must not be used for $s$, because their errors are correlated and unequal.

## How large a repair noise produces

Let the 16 errors $n_{ij}$ be independent and Gaussian, with mean zero and known standard deviation $s$. The negative logarithm of the likelihood is then $\|M-B\|^2/2s^2$ plus a constant for a candidate $B$, so the nearest physical matrix is also the most likely one. The noise contributes to $H$ the matrix
$$H_N=\frac14\sum_{ij}n_{ij}\,\sigma_i\otimes\sigma_j^*=\frac s2\,G,\qquad G=\sum_{ij}\frac{n_{ij}}s\,\frac{\sigma_i\otimes\sigma_j^*}{2}.$$
The matrices $\sigma_i\otimes\sigma_j^*/2$ are orthonormal, so $G$ has independent standard normal coefficients. This remains true in any other orthonormal basis of Hermitian matrices. The law of $G$ is therefore the same in every unitary frame, and a $k\times k$ diagonal block $G_k$ has $k^2$ independent standard normal coefficients.

Let the true $H_0$ have rank $r$, and let its nonzero eigenvalues far exceed $s$. Noise has a negligible chance of turning these negative. The eigenvalues at risk are the $k=4-r$ zeros. By degenerate perturbation theory they become, to leading order, those of $(s/2)G_k$, with corrections smaller by a factor of order $s/\lambda_{\min}$, where $\lambda_{\min}$ is the smallest nonzero eigenvalue of $H_0$. Then
$$T\simeq\frac4{s^2}\,\frac{s^2}4\,\|(G_k)_-\|^2=\|(G_k)_-\|^2 .$$
The matrices $G_k$ and $-G_k$ are equally likely, so the positive and negative parts have equal mean squares. These add to $\langle\|G_k\|^2\rangle=k^2$, hence
$$\langle T\rangle\simeq k^2/2 .$$

For $k=1$, $G_1$ is one standard normal number $g$, and $T=g^2$ if $g<0$ and zero otherwise. The value exceeded in 5 % of cases is $1.645^2=2.71$. For $k=2$, write $G_2=\sum_ig_i\sigma_i/\sqrt2$. Its eigenvalues are $(g_0\pm\sqrt{g_1^2+g_2^2+g_3^2})/\sqrt2$. Both are positive when the four-component vector $g$ lies within $45^\circ$ of the $g_0$ axis. Its direction is uniformly distributed, so the probability is
$$\frac{\int_0^{\pi/4}\sin^2\theta\,d\theta}{\int_0^{\pi}\sin^2\theta\,d\theta}=\frac{\pi/8-1/4}{\pi/2}=\frac14-\frac1{2\pi}=0.091 .$$

For larger $k$ the law is easily sampled. Diagonalising 200 000 random matrices $G_k$ for each $k$ gives:

| $k$ | mean $T$ | 5 % exceed | chance of a negative eigenvalue |
|---|---|---|---|
| 1 | 0.50 | 2.7 | 0.50 |
| 2 | 2.00 | 6.6 | 0.91 |
| 3 | 4.49 | 11.1 | 0.99 |
| 4 | 8.00 | 16.6 | 0.9999 |

A nondepolarising sample has $r=1$ and $k=3$. In this regime its raw matrix is unphysical in more than 99 % of sound measurements. A negative eigenvalue is by itself no sign of a fault; its size is what counts.

For such a sample the repair also removes a definite part of the error. The raw mean squared error is $16s^2$. To leading order clipping alters only the $k\times k$ block, where it removes half of the mean square, leaving $(16-k^2/2)s^2=11.5s^2$. The price is a bias. Because the law of $G_k$ is the same in every unitary frame, clipping adds to $H$ on average a positive multiple $c$ of the projector onto the kernel of $H_0$, which for $r=1$ is $\mathbf 1-H_0/m_{00}$. In Mueller form, $m_{00}$ rises by $3c$ and every other element shifts by $-c\,m_{ij}/m_{00}$, towards zero. For the film treated below, 30 000 simulated measurements give a mean rise of $m_{00}$ by $1.1s$, so that $m_{11}$, for example, shifts by about $-0.4s$. Averaging many repaired matrices does not remove the bias, so repeated measurements should be averaged first and repaired once. The bias then remains, but it shrinks in proportion to the noise of the average.

## A bound that needs no knowledge of the sample

The rank may be unknown, or some eigenvalues may be comparable with $s$. A bound then replaces the leading-order law. Let $M=M_0+N$ with $M_0$ physical. The repaired noise matrix $P(N)$ is physical, and so is the sum $M_0+P(N)$, since mixtures can be added. Its distance from $M$ is $\|N-P(N)\|=D(N)$. The nearest physical matrix cannot be farther away:
$$D(M_0+N)\le D(N).$$
This holds for each noise matrix, whatever its distribution. For equal Gaussian noise, $D^2(N)/s^2$ follows the $k=4$ law. A probability taken from that law is therefore never too small, whatever the physical sample. Moreover $D(N)\le\|N\|$, because the zero matrix is physical. The chance of reaching $T$ is thus at most that of a chi-square variable with 16 degrees of freedom, which helps far in the tail, where simulation runs out of draws.

The elements of $M$ need not have equal noise, even if the measured intensities do. Consider four generator and four analyser states at the vertices $a_q$ of a regular tetrahedron on the Poincaré sphere. The analyser matrix $A$ has rows $\tfrac12(1,a_q^T)$, the generator matrix $W$ has columns $(1,a_q^T)^T$, and the 16 intensities are $AMW$ plus independent Gaussian errors of mean zero and standard deviation $s_I$. From $\sum_qa_q=0$ and $\sum_qa_qa_q^T=\tfrac43\mathbf 1$,
$$(A^TA)^{-1}=\mathrm{diag}(1,3,3,3),\qquad(WW^T)^{-1}=\tfrac14\mathrm{diag}(1,3,3,3).$$
The error of $M$ is $N=A^{-1}\epsilon W^{-1}$, where $\epsilon$ holds the intensity errors. Its variances are $s_I^2u_iu_j/4$ with $u=(1,3,3,3)$, and they add to $25s_I^2$. Since $D^2(N)+D^2(-N)=\|N\|^2$ and both signs are equally likely, the mean of $D^2(N)$ is $12.5s_I^2$. This bounds the mean for every physical sample. Simulation gives $7.1s_I^2$ for the film below.

For such an instrument one draws $N$ from its known covariance and compares the observed $D^2$ with the sampled $D^2(N)$. Clipping still gives the nearest matrix in the unweighted norm, but in general no longer the most likely one. That would require a fit weighted by the inverse covariance.

## A reflecting film, sound and faulty

Take an anisotropic film with round model parameters, in the order $p$, $s$ of the field components:
$$J=\begin{pmatrix}0.60\,e^{i100^\circ}&0.05\\-0.03&0.80\end{pmatrix},\qquad s=0.002 .$$
Then $m_{00}=\tfrac12(0.36+0.0025+0.0009+0.64)=0.5017$, which is also the single nonzero eigenvalue of $H_0$. The ratio $s/\lambda_{\min}$ is 0.004, so the leading-order law for $k=3$ should be good. One simulated measurement gives
$$M=\begin{pmatrix}0.5017&-0.1402&-0.0298&0.0278\\-0.1401&0.4963&0.0189&0.0322\\0.0421&-0.0381&-0.0839&0.4734\\0.0179&0.0159&-0.4728&-0.0805\end{pmatrix}.$$

The eigenvalues of $H$ are $-0.00091$, $0.00017$, $0.00112$ and $0.50133$. One is negative, so $D=2\times0.00091=0.0018$, or $0.91s$, and $T=0.83$. The $k=3$ law gives a probability of 0.90 for a value at least this large. Noise explains the repair easily. The element $m_{00}$ rises by $0.00091$, or $0.46s$, and no element changes by more than this. The distance to the true matrix falls from $2.51s$ to $2.34s$. This noise draw is a quiet one: its squared norm is $2.51^2s^2=6.3s^2$, against a mean of $16s^2$.

Now let the same noise act on data whose fourth row carries a gain error of $+5\,\%$. The eigenvalues include $-0.00641$ and $-0.00522$, so
$$T=\frac{4(0.00641^2+0.00522^2)}{0.002^2}=68 .$$
None of the 200 000 reference draws for $k=4$ reaches this value, and the chi-square bound puts the probability below about $2\times10^{-8}$. Noise of the stated size is thus an extremely unlikely cause.

The size of $T$ can be understood. With $M(J)$ the Mueller matrix of $J$, comparison of the diagonals shows that
$$\mathrm{diag}(1,1,1,1+\varepsilon)=\left(1+\tfrac\varepsilon4\right)M(\sigma_0)-\tfrac\varepsilon4M(\sigma_1)-\tfrac\varepsilon4M(\sigma_2)+\tfrac\varepsilon4M(\sigma_3).$$
Acting on the film, this is a mixture of the elements $\sigma_aJ$ with two negative weights. If the four vectors formed from $\sigma_aJ$ were orthogonal, the negative eigenvalues would both be $-\varepsilon m_{00}/4=-0.0063$, and $T$ would be 79. For this film they are not orthogonal, and diagonalisation without noise gives 69.

Finally, let rows two to four be too small by $5\,\%$. With $\delta=0.05$, the faulty factor is
$$\mathrm{diag}(1,1-\delta,1-\delta,1-\delta)=\left(1-\tfrac{3\delta}4\right)M(\sigma_0)+\tfrac\delta4\sum_{a=1}^3M(\sigma_a).$$
All weights are positive, so the fault imitates a weak depolariser. With the same noise the smallest eigenvalue is $+0.0045$, and $T=0$.

| data | $T$ | raw distance to truth | repaired distance |
|---|---|---|---|
| sound | 0.83 | $2.5s$ | $2.3s$ |
| gain error | 68 | $12.2s$ | $8.9s$ |
| imitated depolarisation | 0 | $21.9s$ | $21.9s$ |

The second row shows why a large $T$ should stop the analysis: the repaired matrix is physical and closer to the truth, yet still $8.9s$ away. The third shows that the test works in one direction. A large $T$ speaks against the assumed noise or the calibration, while a small $T$ says that the data are compatible with some physical sample, which need not be the one measured. The verdict also rests on $s$: if $s$ is underestimated by a factor of two, $T$ comes out four times too large.
